# Radiative Exchange Between Two Grey Plates and Vacuum Heating of a Wafer, part 2

A heater (plate 1) warms the back of a wafer (plate 2) by radiation across a narrow gap. The wafer's front faces a large chamber at temperature $T_0$. Plate $i$ has temperature $T_i$, emissivity $e_i$ and reflectivity $r_i=1-e_i$. The black-body fluxes are $E_i=\sigma T_i^4$ and $E_0=\sigma T_0^4$, with $\sigma=5.670\times10^{-8}$ W/(m² K⁴). Numbers are in kelvin and W/cm². Further, $k$ is Boltzmann's constant, $\omega$ the frequency of light, and $\mu=\cos\theta$, with $\theta$ the angle to the surface normal.

The plates are assumed parallel, infinite, opaque and grey (absorption independent of wavelength, direction and polarization). The gap is empty and wide compared with the thermal wavelengths. Each surface emits as in equilibrium at its own temperature, and reflection preserves frequency.

**Kirchhoff's law (Lemma 2).** Plate $i$ absorbs the fraction $e_i$ of incident light. The equality of absorbed fraction and emissivity was proved in each narrow frequency band.

**Lemma 3.** Of the energy that plate 1 emits, the fraction $e_2/(1-r_1r_2)$ is finally absorbed by plate 2, and the fraction $r_2e_1/(1-r_1r_2)$ is absorbed by plate 1 itself.

**Theorem.** The net flux from plate 1 to plate 2 is

$$q=\frac{E_1-E_2}{A},\qquad A=\frac1{e_1}+\frac1{e_2}-1.$$

The exchange factor is $1/A$. The total outgoing fluxes $J_i$, emitted and reflected together, satisfy

$$J_1=e_1E_1+r_1J_2,\qquad J_2=e_2E_2+r_2J_1,\qquad q=J_1-J_2 ,$$

$$J_1=\frac{e_1E_1+r_1e_2E_2}{1-r_1r_2},\qquad J_2=\frac{e_2E_2+r_2e_1E_1}{1-r_1r_2}.$$

**Proposition 1.** With emissivity $e_2$ on both wafer faces, in the steady state

$$E_2=\frac{BE_1+AE_0}{A+B},\qquad B=\frac1{e_2}.$$

The front loses $(E_2-E_0)/B$.

**Example.** A heavily doped silicon wafer, 200 mm across and 0.725 mm thick, stands 5 mm from a graphite heater. Here $T_1=1300$ K, $T_0=300$ K, $e_1=0.85$, $e_2=0.68$, $A=1.647$, $B=1.471$ and $r_1r_2=0.048$. The fluxes are $E_1=16.195$, $E_0=0.046$, $E_2=7.663$ and $q=5.18$ W/cm², and the wafer temperature is $T_2=1078$ K.

### Why the wafer emissivity hardly matters here

With the other inputs held fixed, $e_2=0.63$ gives 1079 K and $e_2=0.73$ gives 1077 K. The weak dependence and its sign follow from the balance. Subtract $E_0$ from both sides of Proposition 1:

$$E_2-E_0=\frac{B(E_1-E_0)}{A+B}.$$

Write $A=B+s$ with $s=1/e_1-1$, and divide numerator and denominator by $B=1/e_2$:

$$E_2-E_0=\frac{E_1-E_0}{2+s\,e_2}.$$

If the heater is black, $s=0$ and the wafer emissivity cancels. A larger emissivity then increases the gain at the back and the loss at the front in the same proportion. For the graphite plate $s=0.176$, and the term $s\,e_2=0.12$ is small beside 2. It lowers the temperature slightly as $e_2$ grows, because the reflecting heater holds back the gain a little while nothing holds back the loss.

The cancellation needs a grey wafer: an emissivity of 0.70 below 5 µm and 0.60 above, on both faces, raises the temperature by between 3 and 4 K even for a black heater. It also needs equal emissivities on both faces. If the front has a different emissivity $e_f$, the balance is $(E_1-E_2)/A=e_f(E_2-E_0)$, and

$$E_2-E_0=\frac{E_1-E_0}{1+A\,e_f}.$$

A film that changes the front alone changes $e_f$ without changing $A$, and the temperature then responds directly.

### What a pyrometer reads

Consider a broadband pyrometer, calibrated on a black body, which reports the temperature whose black-body flux equals the flux leaving the surface it views. Suppose that it is small enough not to disturb the radiation, and that the emissivity of each plate is the same in all directions. The light leaving the wafer then has the angular distribution of black-body light, and the viewing angle does not matter.

In the gap the instrument receives light with the flux $J_2$, which contains reflected heater light. From the expressions for the outgoing fluxes,

$$J_1=\frac{0.85\cdot16.195+0.15\cdot0.68\cdot7.663}{1-0.048}=15.28\ \text{W/cm}^2,$$

$$J_2=0.68\cdot7.663+0.32\cdot15.28=10.10\ \text{W/cm}^2 .$$

Their difference is the net flux of 5.18 W/cm². The reading is $(J_2/\sigma)^{1/4}=1155$ K, which is 77 K above the wafer temperature. Almost half of the received flux, $0.32\cdot15.28=4.89$ W/cm², is reflected light.

At the front the instrument receives the emitted light and a little reflected light from the chamber,

$$0.68\cdot7.663+0.32\cdot0.046=5.23\ \text{W/cm}^2,$$

and reads 980 K, which is 98 K too low. The two errors have opposite signs and different cures. At the front, division by the emissivity nearly restores $E_2$. At the back, the same division would give $10.10/0.68=14.9$ W/cm², farther from the true 7.66 W/cm² than the uncorrected flux. There the reflected part must be subtracted first: $E_2=(J_2-r_2J_1)/e_2$. This requires knowledge of the heater's outgoing flux as well as of the wafer's emissivity.

### Light lost at the edge

Real plates end. Let heater and wafer be equal coaxial discs of radius $R$ at distance $h$, and let $F$ be the fraction of diffuse light leaving one disc that reaches the other. Light that leaves at angle $\theta$ to the normal is displaced sideways by $h\tan\theta$ when it arrives. The fraction of it that lands on the other disc is the overlap of two circles whose centres are that far apart, divided by the area of one circle. With $u=h\tan\theta/(2R)$, the overlap consists of two equal circular segments. Each is a sector of area $R^2\arccos u$ less a triangle of area $R^2u\sqrt{1-u^2}$. Diffuse light is distributed over angle as $2\sin\theta\cos\theta\,d\theta=\sin2\theta\,d\theta$, so

$$F=\int_0^{\arctan(2R/h)}\sin2\theta\;\frac2\pi\left(\arccos u-u\sqrt{1-u^2}\right)d\theta .$$

Numerical quadrature with $R=100$ mm and $h=5$ mm gives $F=0.951$.

Assume that both discs emit and reflect diffusely, that the outgoing flux is uniform over each disc, and that light enters through the edge from the chamber at $T_0$. The flux that falls on the wafer's back is then $FJ_1+(1-F)E_0$, and that on the heater is $FJ_2+(1-F)E_0$. It is convenient to measure every flux from $E_0$: put $j_i=J_i-E_0$ and $\varepsilon_i=E_i-E_0$. Since $e_i+r_i=1$, subtracting $E_0=e_iE_0+r_iE_0$ from each equation for an outgoing flux leaves

$$j_1=e_1\varepsilon_1+r_1Fj_2,\qquad j_2=e_2\varepsilon_2+r_2Fj_1 .$$

The back gains $e_2$ times the incident flux less $E_2$, and the front loses $e_2\varepsilon_2$. Measured from $E_0$, the incident flux is $Fj_1$, so the balance is $Fj_1-\varepsilon_2=\varepsilon_2$, or $\varepsilon_2=Fj_1/2$. Insert this in the second equation and use $r_2=1-e_2$:

$$j_2=\left(\frac{e_2}2+1-e_2\right)Fj_1=\left(1-\frac{e_2}2\right)Fj_1 .$$

The first equation then gives $j_1$, and

$$\varepsilon_2=\frac{F\,e_1\varepsilon_1}{2\left[1-r_1F^2(1-e_2/2)\right]} .$$

For the example, $\varepsilon_1=16.149$ W/cm² and the bracket is $1-0.15\cdot0.905\cdot0.66=0.910$. This gives $\varepsilon_2=7.17$ W/cm² and a wafer temperature of 1062 K, which is 16 K lower than without edge loss at the same heater temperature. The shift is an average over the disc and does not apply to every point. Of the diffuse light that leaves the centre of the wafer's back, the fraction $R^2/(R^2+h^2)=0.998$ reaches the heater, so the centre is hardly cooled. In a wafer of thickness $d$ and conductivity $\kappa$ that radiates from both faces, heat spreads sideways over a length of about $\sqrt{\kappa d/(8e_2\sigma T_2^3)}$. For an assumed $\kappa=0.30$ W/(cm K) this is 7.5 mm, a small part of the radius. Radiation from the narrow side face of the wafer is left out here and would add about 2 K to the average shift. The loss therefore falls mainly on the rim, which cools by much more than 16 K.

### Coloured surfaces

**Proposition 2.** If the emissivities depend on frequency but not on direction or polarization, and the other assumptions hold, then

$$q=\int_0^\infty\frac{E_{1\omega}-E_{2\omega}}{1/e_1(\omega)+1/e_2(\omega)-1}\,d\omega,$$

where $E_{i\omega}$ is the black-body flux per unit frequency at $T_i$. A frequency at which either emissivity vanishes contributes nothing.

*Proof.* Reflection does not change the frequency, and Kirchhoff's law was proved for each narrow band. The reflections can therefore be summed in each band separately, and the fluxes added. ∎

The factor cannot in general be taken outside the integral with total emissivities in it. Let plate 1 have emissivity 0.9 at wavelengths below 3 µm and 0.1 above, and plate 2 the reverse, at 1300 K and 1078 K. In both bands the factor is $1/(1/0.9+1/0.1-1)=0.099$, because one of the surfaces is always shiny. The total emissivities are averages over each plate's own spectrum and conceal this mismatch. The true flux is 0.27 of what the grey formula gives with these total emissivities.

For a milder case, keep the heater grey and let the wafer have emissivity 0.70 below 5 µm and 0.60 above, an assumed step. At the same two temperatures the true flux is 2.4% above the value of the grey formula. To see the cause, let $g_s$ and $g_l$ be the exchange factors in the short and long bands, and $f_i$ the fraction of $E_i$ in the short band. The true flux is

$$q=g_l(E_1-E_2)+(g_s-g_l)(f_1E_1-f_2E_2).$$

An exchange factor averaged with the wafer's own spectrum would be $g_l+(g_s-g_l)f_2$. Subtracting this factor times $E_1-E_2$ leaves

$$(g_s-g_l)\left[f_1E_1-f_2E_2-f_2E_1+f_2E_2\right]=(g_s-g_l)(f_1-f_2)E_1 .$$

This is positive: the hotter heater sends a larger share of its light at short wavelengths, where the wafer absorbs better. The grey formula averages the emissivity and not the factor. Because the factor is a concave function of the emissivity, as shown below, this works in the opposite sense, but the numerical result shows that the first effect prevails.

### Emissivity that depends on direction

A smooth wafer absorbs differently at different angles. Suppose first that the heater reflects and emits diffusely, without polarization, and has a direction-independent emissivity. The light that it sends out is then distributed like black-body light. Let $\langle e_2\rangle$ be the wafer's emissivity averaged over the hemisphere with weight $2\mu\,d\mu$ and over both polarizations. Kirchhoff's law for each direction and polarization, which holds for ordinary reciprocal materials, makes this both the emitted and the absorbed fraction. Whatever the wafer reflects, the heater absorbs the fraction $e_1$ of it and scatters the rest diffusely. The account of Lemma 3 is unchanged, and the theorem holds with $e_2$ replaced by $\langle e_2\rangle$.

Suppose next that both plates are mirrors, and that the heater's emissivity $e_1$ is still the same for all directions and polarizations. A ray then keeps its angle and polarization through all reflections. The sum must then be made for each angle and polarization before the average is taken:

$$q=(E_1-E_2)\,\langle f(e_2)\rangle,\qquad f(x)=\frac{e_1x}{e_1+r_1x}.$$

Here $f$ is the exchange factor, since $e_1+x-e_1x=e_1+r_1x$. Its derivatives are

$$f'(x)=\frac{e_1^2}{(e_1+r_1x)^2},\qquad f''(x)=-\frac{2r_1e_1^2}{(e_1+r_1x)^3}\le0 .$$

The curve therefore lies on or below its tangent at the mean $\langle e_2\rangle$. The average of the tangent is its value at the mean, so $\langle f(e_2)\rangle\le f(\langle e_2\rangle)$, and the theorem with the averaged emissivity overestimates the flux or gives it correctly.

To size the effect, take the wafer as a smooth surface of refractive index $n=3.45$. This is about the infrared value of silicon at room temperature. Hot silicon has a somewhat larger index, and $n=3.65$ would lower the average emissivity found below from 0.68 to 0.66 while leaving the 0.8% unchanged. The Fresnel equations give the reflected fractions

$$R_s=\left(\frac{\mu-n\mu'}{\mu+n\mu'}\right)^2,\qquad R_p=\left(\frac{n\mu-\mu'}{n\mu+\mu'}\right)^2,$$

with $\mu'=\sqrt{1-(1-\mu^2)/n^2}$ the cosine inside the material. Numerical integration of $1-R_s$ and $1-R_p$ gives $\langle e_2\rangle=0.680$. With both plates specular and $e_1=0.85$ at every angle, the flux at fixed temperatures is 0.8% below that of the theorem with this average.

The sign of this error rests on the assumption that $e_1$ is the same for all directions and polarizations, which a real smooth heater does not satisfy. If two identical smooth mirrors face each other, their emissivities vary together. The exchange factor for a common emissivity $x$ is $x/(2-x)$, which is a convex function, and the theorem with averaged emissivities then underestimates the flux. For two mirrors of index 3.45 the true flux is 6% above it, and for the wafer opposite a smooth heater of index 2.0, whose average emissivity is 0.84, it is 4% above.

### The model beside a real chamber

The example lies in the regime of silicon epitaxy in high vacuum, with a temperature toward the hot end of such growth. The emissivities of graphite and of opaque silicon are rough and vary with finish and doping. The finite size lowers the temperature by about 16 K on average over the wafer, little at the centre and much more at the rim. A real heater may be wider than the wafer or have a hotter rim, which changes this number. The rough inputs matter as much: by the formulas above, a heater emissivity of 0.75 in place of 0.85 lowers the wafer temperature by 13 K, and a front emissivity of 0.63 in place of 0.68 raises it by 11 K. Proposition 1 also treats the chamber as black. Shiny metal walls of area $S_c$ and emissivity $e_c$ that reflect diffusely return part of the light to a wafer front of area $S_w$, and the resistance $1/e_2$ of the front becomes $1/e_2+(S_w/S_c)(1/e_c-1)$. For an assumed wall area of 1 m² this raises the wafer temperature by 11 K at $e_c=0.2$ and by 24 K at $e_c=0.1$. With an assumed conductivity of 0.30 W/(cm K), the drop through the wafer is $5.18\cdot0.0725/0.30=1.3$ K. With an assumed absorption coefficient of 100 cm⁻¹, light crossing the wafer once is reduced to $e^{-7.25}=7\times10^{-4}$. Lightly doped silicon can transmit far more when it is cooler, and the assumption of opacity then fails. The gap is about 1900 times the peak wavelength of 2.7 µm at the wafer temperature, so wave effects across it can be neglected.

The assumption of an empty gap holds in vacuum epitaxy but can fail in chemical vapour deposition at higher pressure. If the hydrogen in the gap has the pressure $p=10^{-6}$ Torr, its molecules, of mass $m$, strike a surface at a rate of about $p/\sqrt{2\pi mkT_2}$ per unit area. Each carries a mean energy of $2kT$ in translation and $kT$ in rotation. Full exchange of this energy with the surfaces would transport

$$\frac{p}{\sqrt{2\pi mkT_2}}\;3k(T_1-T_2)\approx7\times10^{-6}\ \text{W/cm}^2,$$

which is negligible beside 5.18 W/cm². If the gap is filled with hydrogen dense enough to conduct as a continuous gas, with a rough conductivity of 0.005 W/(cm K), the same temperature difference of 222 K drives $0.005\cdot222/0.5=2.2$ W/cm². This is roughly 40% of the radiative flux. The theorem still describes the radiation, since hydrogen is nearly transparent to it, but the balance of Proposition 1 must then include conduction through the gap and the heat that the gas removes from the front.

All numerical values are calculated from the stated model.
